# Charge form factor of the Dirac-Coulomb 1s state

## Result and conventions

For one electron in the 1s state of a fixed point nucleus of charge \(Z\), the form factor of the Dirac density is

\[
F(q)=\frac{\sin(2\gamma\arctan x)}{2\gamma x\,(1+x^2)^{\gamma}},\qquad x=\frac{q}{2Z},\qquad \gamma=\sqrt{1-\zeta^2},\qquad \zeta=Z\alpha<1. \tag{1}
\]

At fixed \(\gamma<1\) its tail is

\[
F=x^{-2\gamma-1}\left[\frac{\sin\pi\gamma}{2\gamma}-\frac{\cos\pi\gamma}{x}+O(x^{-2})\right], \tag{2}
\]

whereas the nonrelativistic form factor is \(F_{\rm NR}=(1+x^2)^{-2}\), with tail \(x^{-4}\). The Dirac tail therefore falls more slowly, with a power \(2\gamma+1<3\).

Atomic units are used, with \(c=1/\alpha\) and \(q\) in inverse bohr. The form factor is defined by \(F(q)=\int\rho(r)\,e^{i\mathbf q\cdot\mathbf r}\,d^3r\), where \(\rho=\psi^\dagger\psi\) is normalized to one. The electron's charge density is \(-\rho\), so its transform is \(-F\). Nuclear size, recoil and radiative corrections are left out.

## The 1s spinor

With the rest energy removed, the Hamiltonian is \(c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2-Z/r\). Let \(\chi\) be a constant unit two-spinor and \(\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}\). The \(j=1/2\) state with an s-type upper component has the form

\[
\psi=\frac{1}{\sqrt{4\pi}\,r}\begin{pmatrix}P(r)\,\chi\\-iQ(r)\,\sigma_r\chi\end{pmatrix}.
\]

Write \(f=P/r\) and \(h=Q/r\). Since \(\mathbf p=-i\nabla\),

\[
\boldsymbol\sigma\cdot\mathbf p\,(f\chi)=-if'\sigma_r\chi .
\]

For the lower component, use \((\boldsymbol\sigma\cdot\nabla)(\boldsymbol\sigma\cdot\mathbf v)=\nabla\cdot\mathbf v+i\boldsymbol\sigma\cdot(\nabla\times\mathbf v)\) with \(\mathbf v=h\hat{\mathbf r}\), whose curl vanishes:

\[
\boldsymbol\sigma\cdot\mathbf p\,(-ih\sigma_r\chi)=-\left(h'+\frac{2h}{r}\right)\chi .
\]

Because \(f'=(P'-P/r)/r\) and \(h'+2h/r=(Q'+Q/r)/r\), the eigenvalue equation becomes

\[
-\frac Zr P-c\left(Q'+\frac Qr\right)=\varepsilon P,\qquad
c\left(P'-\frac Pr\right)-\left(\frac Zr+2c^2\right)Q=\varepsilon Q .
\]

Try \(P=Ar^s e^{-\lambda r}\) and \(Q=Br^s e^{-\lambda r}\), for which \(P'=(s/r-\lambda)P\), and likewise for \(Q\). After division by \(r^se^{-\lambda r}\), the terms in \(1/r\) give

\[
-ZA-c(s+1)B=0,\qquad c(s-1)A-ZB=0,
\]

and the constant terms give

\[
c\lambda B=\varepsilon A,\qquad -c\lambda A=(\varepsilon+2c^2)B .
\]

The first pair yields \(b=B/A=-\zeta/(1+s)=(s-1)/\zeta\), hence \(s^2=1-\zeta^2\). The regular choice is \(s=\gamma\). For \(\gamma\ge1/2\) the other root is not normalizable; for smaller \(\gamma\), choosing \(s=\gamma\) is an additional boundary condition at the nucleus.

From the second pair, \(\varepsilon=c\lambda b\). Inserting this in the last equation gives \(2c=-\lambda(b+1/b)=\lambda(1+b^2)/|b|\). Now

\[
b^2=\frac{\zeta^2}{(1+\gamma)^2}=\frac{1-\gamma}{1+\gamma},\qquad
1+b^2=\frac{2}{1+\gamma},\qquad
\frac{1+b^2}{|b|}=\frac2\zeta .
\]

Therefore \(\lambda=c\zeta=Z\) and \(\varepsilon=-c^2(1-\gamma)\). The solution is nodeless and tends to the hydrogenic 1s state as \(\zeta\to0\). The lower component carries the weight \(b^2/(1+b^2)=(1-\gamma)/2\).

The exponential is the nonrelativistic one. Relativity changes the shape of the density through the power \(\gamma\) alone.

## From density to form factor

Since \(\sigma_r^2=1\) and \(\chi^\dagger\chi=1\), the density is spherical for every spin direction:

\[
4\pi r^2\rho(r)=P^2+Q^2=\frac{(2Z)^{2\gamma+1}}{\Gamma(2\gamma+1)}\,r^{2\gamma}e^{-2Zr}. \tag{3}
\]

The prefactor follows from \(\int_0^\infty r^{2\gamma}e^{-2Zr}dr=\Gamma(2\gamma+1)/(2Z)^{2\gamma+1}\).

The angular average of the plane wave is \(\tfrac12\int_{-1}^1e^{iqr\mu}d\mu=\sin(qr)/(qr)\). With \(t=2Zr\), so that \(qr=xt\), all powers of \(2Z\) cancel:

\[
F=\frac{1}{x\,\Gamma(2\gamma+1)}\int_0^\infty t^{2\gamma-1}e^{-t}\sin(xt)\,dt .
\]

The integral is the imaginary part of

\[
\int_0^\infty t^{2\gamma-1}e^{-zt}dt=\Gamma(2\gamma)\,z^{-2\gamma},\qquad z=1-ix .
\]

This identity holds for positive real \(z\) by rescaling \(t\). Both sides are analytic for \(\operatorname{Re}z>0\), so it extends to \(1-ix\) on the branch that is real at \(x=0\). With \(\theta=\arctan x\), we have \(z=\sqrt{1+x^2}\,e^{-i\theta}\) and

\[
\operatorname{Im}z^{-2\gamma}=(1+x^2)^{-\gamma}\sin(2\gamma\theta).
\]

Using \(\Gamma(2\gamma+1)=2\gamma\,\Gamma(2\gamma)\) gives equation (1). For \(\gamma=1\), the identity \(\sin2\theta=2x/(1+x^2)\) reduces it to \((1+x^2)^{-2}\).

## Small momentum and ordering

Expanding \(\sin(qr)/(qr)=1-q^2r^2/6+\dots\) under the integral gives

\[
F=1-\frac{q^2}{6}\langle r^2\rangle+\dots,\qquad
\langle r^2\rangle=\frac{\Gamma(2\gamma+3)}{(2Z)^2\,\Gamma(2\gamma+1)}=\frac{(2\gamma+1)(2\gamma+2)}{4Z^2}.
\]

The nonrelativistic value is \(3/Z^2\). The Dirac density is more compact, so its form factor starts to fall more slowly.

The ordering persists at every positive \(q\). Since \((1+x^2)^{-\gamma}=\cos^{2\gamma}\theta\), differentiation at fixed \(x\) gives

\[
\frac{\partial\ln F}{\partial\gamma}=2\theta\cot(2\gamma\theta)-\frac1\gamma+2\ln\cos\theta
=\frac{u\cot u-1}{\gamma}+2\ln\cos\theta,\qquad u=2\gamma\theta .
\]

Here \(0<u<\pi\). For \(u<\pi/2\), \(\tan u>u\) implies \(u\cot u<1\); for \(u\ge\pi/2\), the cotangent is not positive. Both terms are thus negative, and lowering \(\gamma\) raises \(F\). Hence \(F>F_{\rm NR}\) for \(q>0\). The same range of \(u\) makes \(\sin u\) positive, so \(F\) has no zeros.

## The large-momentum tail

Set \(\delta=1-\gamma\) and \(\varphi=\arctan(1/x)=\pi/2-\theta\). Then \(2\gamma\theta=\pi-\pi\delta-2\gamma\varphi\), and equation (1) becomes

\[
F=\frac{\sin(\pi\delta+2\gamma\varphi)}{2\gamma x(1+x^2)^\gamma}. \tag{4}
\]

For large \(x\), \(\varphi=1/x+O(x^{-3})\), so

\[
\sin(\pi\delta+2\gamma\varphi)=\sin\pi\delta+\frac{2\gamma}{x}\cos\pi\delta-\frac{2\gamma^2}{x^2}\sin\pi\delta+O(x^{-3}),
\]

while \((1+x^2)^{-\gamma}=x^{-2\gamma}(1-\gamma/x^2+\dots)\). Multiplication gives

\[
F=x^{-2\gamma-1}\left[\frac{\sin\pi\delta}{2\gamma}+\frac{\cos\pi\delta}{x}-\left(\gamma+\frac12\right)\frac{\sin\pi\delta}{x^2}+O(x^{-3})\right]. \tag{5}
\]

Since \(\sin\pi\delta=\sin\pi\gamma\) and \(\cos\pi\delta=-\cos\pi\gamma\), the first two terms are equation (2).

As \(\zeta\to0\), \(\delta\simeq\zeta^2/2\). The leading power then tends to 3, not 4, but its coefficient vanishes as \(\pi\zeta^2/4\). The second term becomes the nonrelativistic \(x^{-4}\). The limits \(q\to\infty\) and \(\zeta\to0\) do not commute: which law is seen depends on which limit is taken first.

### Where the slower power comes from

At small \(r\), the Dirac density behaves as \(r^{2\gamma-2}\). Consider

\[
I(q)=\int_0^\infty r^{2\gamma-1}w(r)\sin(qr)\,dr,\qquad w(0)=1,
\]

with \(w\) smooth, including at the origin, and rapidly decaying together with its derivatives. For \(w=e^{-\eta r}\), the integral already evaluated gives

\[
I=\Gamma(2\gamma)\frac{\sin[2\gamma\arctan(q/\eta)]}{(q^2+\eta^2)^\gamma}
\;\longrightarrow\;\frac{\Gamma(2\gamma)\sin\pi\gamma}{q^{2\gamma}} . \tag{6}
\]

The leading term does not contain \(\eta\). For another envelope, the integrand changes by \(g(r)\sin(qr)\), where \(g=O(r^{2\gamma})\) near the origin. The region \(r<1/q\) contributes \(O(q^{-2\gamma-1})\). In the outer region, integrate by parts four times. The boundary terms at \(r=1/q\) have size \(q^{-k-1}|g^{(k)}(1/q)|=O(q^{-2\gamma-1})\), and the remaining integral, \(q^{-4}\int_{1/q}^\infty|g^{(4)}|dr\), has the same order because \(2\gamma-4<-1\). The envelope therefore cannot change the leading term when \(\gamma<1\).

This was tested with \(w=e^{-r^2}\) at \(\gamma=0.8119\) and \(q=40\). The integral is 1.00268 times the prediction (6). Applying the same power rule to the next envelope term, \(-r^2\), gives the relative correction \(2\gamma(2\gamma+1)/q^2=0.0027\), which accounts for the excess.

At \(\gamma=1\), the coefficient in (6) is zero and the next power of the density matters. The linear term of \(e^{-2Zr}\) contributes \(-2Zr^2\) to the radial integrand. The power rule gives \(-2Z\,\Gamma(3)\sin(3\pi/2)/q^3=4Z/q^3\). Multiplication by the normalization \(4Z^3\) and by \(1/q\) yields \(16Z^4/q^4=x^{-4}\). The nonrelativistic tail comes from the cusp; the Dirac tail comes from the stronger singularity at a point nucleus.

## Crossover and local power

For \(\gamma>1/2\), the two leading terms in (5) are equal at

\[
x_*=2\gamma\cot\pi\delta=-2\gamma\cot\pi\gamma .
\]

At weak coupling,

\[
x_*\simeq\frac{4}{\pi\zeta^2},\qquad
\frac{q_*}{c}=\frac{2Zx_*}{c}\simeq\frac{8}{\pi\zeta}. \tag{7}
\]

In atomic units \(c\) is the momentum \(mc\), so the crossover lies well above \(mc\) for a light ion. There is a nonrelativistic tail region if \(1\ll x\ll x_*\). When \(x_*\) is not large, the crossover marks no change between two clean power laws.

A useful diagnostic is the local power \(p=-d\ln F/d\ln x\). Differentiating equation (1) gives

\[
p=1+\frac{2\gamma x^2}{1+x^2}-\frac{2\gamma x}{1+x^2}\cot(2\gamma\arctan x). \tag{8}
\]

In the two-term tail, \(F\propto x^{-2\gamma-1}(1+x_*/x)\), so

\[
p\simeq2\gamma+1+\frac{x_*}{x+x_*}.
\]

The limiting power is ultimately approached from above when \(x_*>0\). If \(x_*\) is small (\(\gamma\) just above \(1/2\)), the \(x^{-2}\) term of (5) adds about \(-2\gamma(2\gamma+1)/x^2\) to \(p\), which then stays below its limit until \(x\) exceeds roughly \(2\gamma(2\gamma+1)/x_*\).

At weak coupling, the height of the intermediate plateau can also be estimated. The nonrelativistic power is \(4x^2/(1+x^2)\simeq4-4/x^2\), while the tail formula gives \(4-2\delta-x/x_*\) for \(x\ll x_*\). Adding the small deviations gives

\[
p\simeq4-2\delta-\frac4{x^2}-\frac{x}{x_*}.
\]

Its maximum is at \(x=2x_*^{1/3}\), where \(p\simeq4-2\delta-3x_*^{-2/3}\).

| \(Z\) | \(2\gamma+1\) | \(x_*\) | \(q_*/(mc)\) | largest \(p\) found |
|---:|---:|---:|---:|---:|
| 1 | 2.99995 | 23909 | 348.9 | 3.9963 |
| 20 | 2.9786 | 58.80 | 17.16 | 3.7964 |
| 80 | 2.6238 | 2.420 | 2.826 | 2.8072 |

For \(Z=1\), the plateau estimate is \(4-0.00005-0.0036=3.9963\), as found. At \(x_*\), the ratio \(F/F_{\rm NR}\) is 2.001: two equal terms stand where the nonrelativistic law has one. This factor of two belongs to weak coupling. For \(Z=80\), no part of the curve comes near a fourth-power fall.

## Numbers for hydrogen-like mercury

For \(Z=80\), \(\zeta=0.583788\) and \(\gamma=0.811906\). The binding formula gives

\[
\varepsilon=-(137.036)^2(1-0.811906)=-3532.19\ \text{hartree}.
\]

The root-mean-square radius is

\[
\sqrt{\frac{2.623812\times3.623812}{4\times80^2}}=0.01927\ \text{bohr},
\]

compared with 0.02165 bohr nonrelativistically, a contraction of 11% relative to the latter.

At \(x=1\), or \(q=160\) inverse bohr, \(\arctan x=\pi/4\). Equation (1) gives

\[
F=\frac{\sin(1.27534)}{1.623812\times2^{0.811906}}
=\frac{0.9567}{2.8506}=0.3356,
\]

against \(F_{\rm NR}=0.25\). Further values are:

| \(x\) | \(F\) | \(F_{\rm NR}\) | \(F/F_{\rm NR}\) | \(p\) |
|---:|---:|---:|---:|---:|
| 2 | \(8.122\times10^{-2}\) | \(4.000\times10^{-2}\) | 2.03 | 2.449 |
| 10 | \(9.931\times10^{-4}\) | \(9.803\times10^{-5}\) | 10.1 | 2.779 |
| 30 | \(4.925\times10^{-5}\) | \(1.232\times10^{-6}\) | 40.0 | 2.694 |
| 100 | \(1.986\times10^{-6}\) | \(9.998\times10^{-9}\) | 199 | 2.647 |

The power passes through a maximum and then descends towards 2.624. At \(x=100\), the leading term alone gives \(0.34309\times100^{-2.623812}=1.940\times10^{-6}\), which is 2.3% below the closed form. The second term multiplies it by \(1+2.420/100\), giving \(1.987\times10^{-6}\).

At \(x=20\), the two-term tail lies 0.52% above the value obtained by direct quadrature. The \(x^{-2}\) term in (5) predicts an excess of about 0.48%; higher terms account for the rest.

An independent diagonalization of the radial Dirac equation used 40 Gaussian functions for each component, without assuming the power or exponential in (3). It reproduced the energy and lower-component weight to the printed digits. For \(0.5\le x\le100\), its form factor agreed with (1) at the seven sampled points to within \(3.7\times10^{-5}\), relative to the closed form.

## Range of use: finite nuclear size

A smooth, finite nuclear charge removes the Coulomb singularity and with it the source of the tail (2). The diagonalization was repeated for \(Z=80\) with a Gaussian nuclear charge of chosen root-mean-square radius \(R=5.5\) fm, or \(1.039\times10^{-4}\) bohr.

| \(x\) | \(qR\) | \(F_{\rm finite}/F_{\rm point}\) |
|---:|---:|---:|
| 10 | 0.166 | 0.973 |
| 50 | 0.831 | 0.742 |
| 100 | 1.663 | 0.434 |
| 200 | 3.326 | 0.094 |

The entries with \(qR\gtrsim1\) depend on the shape of the nuclear charge, not only on \(R\). A sharper-edged distribution of the same \(R\) (Fermi or uniform sphere) leaves the first row unchanged but gives about 0.41 to 0.42 at \(x=100\) and 0.05 to 0.06 at \(x=200\), and its form factor has changed sign by \(x=300\).

The reduction is already 2.7% at \(qR=0.17\), so \(qR<1\) is not sufficient for accuracy at the percent level. At \(x=10\), where the point model is still good to a few percent, the point-nucleus \(p\) is 2.78; the finite-nucleus power is larger, because the ratio in the table falls with \(x\), and it rises rather than descends beyond this point. By \(x=100\), where the point-nucleus \(p\) has fallen to 2.65, the finite-nucleus value is less than half the point-nucleus value. In this model, the limiting power 2.62 is therefore not reached before nuclear size intervenes. What survives at moderate \(q\) is the large excess over \(F_{\rm NR}\).

For \(Z=1\), the crossover \(q_*=47818\) inverse bohr corresponds to a length \(1/q_*\) of about 1.1 fm. This is comparable with the proton radius, roughly 0.8 fm. The crossover is thus a property of the point-nucleus model and should not be used as a prediction for hydrogen without a treatment of proton structure, recoil and radiative corrections, all of which the model omits (\(q_*\approx349\,mc\) is about a fifth of the proton mass times \(c\)).

## Evaluation in code

Convert the momentum to inverse bohr before forming \(x=q/(2Z)\); a momentum given in units of \(mc\) must first be multiplied by \(c=137.036\). Then:

1. Compute \(\gamma=\sqrt{1-\zeta^2}\) and \(\delta=\zeta^2/(1+\gamma)\). The latter equals \(1-\gamma\), because \((1-\gamma)(1+\gamma)=\zeta^2\), and avoids subtracting nearly equal numbers.
2. At \(x=0\), return 1. For \(0<x\le1\), use equation (1).
3. For \(x>1\), use equation (4) with \(\varphi=\arctan(1/x)\). It is algebraically identical to (1), but avoids taking the sine of a number close to \(\pi\) at weak coupling.
4. If \(1-F\) is needed at very small \(q\), use \(q^2\langle r^2\rangle/6\) and further moments as required, since subtracting \(F\) from 1 loses digits.

The asymptotic series is not needed for evaluation. It requires \(x\gg1\) in any case, and if it is used for estimates, both terms of (2) should be kept unless also \(x\gg|x_*|\). The numerical output lists the point-nucleus and Gaussian-nucleus values and comparisons.

## Computed values

```
fine-structure constant alpha = 0.007297353 (dimensionless)
speed of light c = 137.035999 atomic units
Z = 80: Z alpha = 0.583788, gamma = 0.811906
1s energy, formula = -3532.1921 hartree
1s energy, Gaussian basis = -3532.1921 hartree
lower-component weight, formula = 0.094047
lower-component weight, basis = 0.094047
rms radius, Dirac = 0.019272 bohr
rms radius, nonrelativistic = 0.021651 bohr
Z = 80 table: x, q (1/bohr), F Dirac, F basis, F nonrel,
  ratio Dirac/nonrel, local power Dirac, local power nonrel
    0.5     80.0 7.02593e-01 7.02593e-01 6.40000e-01    1.098 0.6316 0.8000
    1.0    160.0 3.35597e-01 3.35597e-01 2.50000e-01    1.342 1.5648 2.0000
    2.0    320.0 8.12174e-02 8.12174e-02 4.00000e-02    2.030 2.4491 3.2000
    5.0    800.0 6.91053e-03 6.91051e-03 1.47929e-03    4.672 2.8034 3.8462
   10.0   1600.0 9.93071e-04 9.93061e-04 9.80296e-05   10.130 2.7794 3.9604
   30.0   4800.0 4.92510e-05 4.92495e-05 1.23183e-06   39.982 2.6939 3.9956
  100.0  16000.0 1.98648e-06 1.98655e-06 9.99800e-09  198.688 2.6470 3.9996
Tail table: Z, gamma, power 2gamma+1, coefficient of x^-(2gamma+1),
  crossover x*, q* (1/bohr), q* (units of mc), largest local power
   1 0.99997337 2.999947 4.18252e-05 23909.039 47818.1 348.945 3.9963
  20 0.98929240 2.978585 1.69983e-02 58.796 2351.8 17.162 3.7964
  80 0.81190599 2.623812 3.43094e-01 2.420 387.3 2.826 2.8072
Z = 1: weak-coupling estimate of x* = 23910.0
Z = 1: F Dirac / F nonrel at x* = 2.00107
Z = 80, x = 20: F by quadrature = 1.476122e-04
Z = 80, x = 20: two-term tail = 1.483779e-04
Z = 80, x = 20: relative tail error = 5.19e-03
Gaussian-envelope test at q = 40: ratio = 1.00268
chosen nuclear rms radius = 5.5 fm = 1.0393e-04 bohr
finite/point nucleus, Z = 80: x, q times radius, ratio of F
   10.0 0.1663 0.9732
   50.0 0.8315 0.7423
  100.0 1.6630 0.4336
  200.0 3.3259 0.0941
largest relative error, closed form vs quadrature = 4.4e-16
largest relative difference, closed form vs basis = 3.7e-05
```
